**Sign of the damped dispersion force for three damping functions**

The program studies the pair energy E(R) = −C f(R)/Rⁿ, where C is the dispersion coefficient, f the damping function and R the distance; the force −dE/dR is repulsive where d ln f/d ln R exceeds n. It locates sign changes from numerical derivatives of the energy and asserts that they agree with the closed formulas for Chai-Head-Gordon and Fermi damping. It also asserts that Fermi damping gives two crossings just above the threshold steepness and none just below it. For rational (Becke-Johnson) damping it asserts attraction at all sampled distances, including for random sums of C6 and C8 terms with non-negative weights. A further assertion shows that a negative C8 weight can produce repulsion. For the model pair with R0 = 6 a0, the output places the Chai-Head-Gordon crossing at 6.97 a0 and the Fermi crossings at 1.80 and 6.27 a0. The rational energy instead tends to its lowest value, −0.857 mEh, as R goes to zero.

## Numerical check

```python
"""Sign of the damped dispersion force.

Pair energy E(R) = -C f(R)/R^n, force F = -dE/dR (F > 0: repulsive).
Result under test: F > 0 exactly where sigma = dln f/dln R exceeds n.
With x = R/R0 the sign changes are
  Chai-Head-Gordon (CHG), f = 1/(1 + a x^-alpha):
      x = [a (alpha-n)/n]^(1/alpha), only if alpha > n
  Fermi, f = 1/(1 + exp(-d (x-1))):
      x = [n - W_k(-n exp(n-d))]/d, k = 0 and -1, only if d > n+1+ln n
  rational (Becke-Johnson), f = R^n/(R^n + R0^n): none for R > 0
Atomic units inside: Eh (hartree) and a0 (bohr).
"""
import random
from mpmath import mp, mpf
from scipy import constants as const

mp.dps = 30
C6, C8, R0 = mpf(40), mpf(1600), mpf(6)
D_FERMI, A_CHG, ALPHA = mpf(20), mpf(6), mpf(12)


def fermi(d):
    return lambda R: 1 / (1 + mp.exp(-d * (R / R0 - 1)))


def chg(a, alpha):
    return lambda R: 1 / (1 + a * (R / R0) ** (-alpha))


def rational(n, radius=R0):
    return lambda R: R**n / (R**n + radius**n)


def energy(damping, n=6, C=C6):
    return lambda R: -C * damping(R) / R**n


def force(E):
    """Force from numerical differentiation of the energy."""
    return lambda R: -mp.diff(E, R)


def slope(damping, R):
    return R * mp.diff(damping, R) / damping(R)


def log_grid(lo, hi, points):
    ratio = mpf(hi) / mpf(lo)
    return [mpf(lo) * ratio ** (mpf(i) / (points - 1)) for i in range(points)]


def zeros(function, lo=0.1, hi=60, points=300):
    """All sign changes on a logarithmic grid, refined by bisection."""
    grid = log_grid(lo, hi, points)
    values = [function(R) for R in grid]
    found = []
    for i in range(points - 1):
        if values[i] * values[i + 1] < 0:
            left, right, positive = grid[i], grid[i + 1], values[i] > 0
            for _ in range(60):
                middle = (left + right) / 2
                if (function(middle) > 0) == positive:
                    left = middle
                else:
                    right = middle
            found.append((left + right) / 2)
    return found


def close(value, reference, tol=1e-12):
    return abs(value - reference) <= tol * abs(reference)


def chg_crossing(a, alpha, n):
    return R0 * (a * (alpha - n) / n) ** (1 / mpf(alpha))


def fermi_crossings(d, n):
    z = -n * mp.exp(n - d)
    return [R0 * (n - mp.re(mp.lambertw(z, k))) / d for k in (0, -1)]


forms = {"Fermi": fermi(D_FERMI), "CHG": chg(A_CHG, ALPHA),
         "rational": rational(6)}

# Force criterion against the numerical derivative of the energy
for damping in forms.values():
    for R in (mpf(1), mpf(5), mpf(7), mpf(12)):
        predicted = C6 * damping(R) / R**7 * (slope(damping, R) - 6)
        assert close(force(energy(damping))(R), predicted)

# Closed logarithmic slopes
for R in (mpf(2), mpf(5), mpf(8)):
    f = forms["Fermi"](R)
    assert close(slope(forms["Fermi"], R), D_FERMI * R / R0 * (1 - f))
    f = forms["CHG"](R)
    assert close(slope(forms["CHG"], R), ALPHA * (1 - f))
    f = forms["rational"](R)
    assert close(slope(forms["rational"], R), 6 * (1 - f))

# CHG: number and place of sign changes, including exponents alpha <= n
for n, alpha in ((6, 5), (6, 6), (6, 6.5), (6, 12), (6, 14), (8, 7), (8, 16)):
    E = energy(chg(A_CHG, mpf(alpha)), n)
    roots = zeros(force(E))
    if alpha > n:
        assert len(roots) == 1
        assert close(roots[0], chg_crossing(A_CHG, mpf(alpha), n))
        assert force(E)(roots[0] * 0.9) > 0 > force(E)(roots[0] * 1.1)
        assert close(E(roots[0]), -C6 * (1 - n / mpf(alpha)) / roots[0]**n)
    else:
        assert roots == [] and force(E)(R0) < 0

# Short-range power law of the energy: E ~ -R^(alpha-n)
for alpha in (5, 6, 12):
    E = energy(chg(A_CHG, mpf(alpha)))
    assert close(E(mpf("1e-3")) / E(mpf("1e-2")), mpf(10) ** (6 - alpha), 1e-9)

# Fermi: two sign changes above the threshold steepness, none below
for n in (6, 8):
    d_min = n + 1 + mp.log(n)
    assert zeros(force(energy(fermi(d_min - 0.05), n))) == []
    for d in (d_min + 0.05, D_FERMI):
        F = force(energy(fermi(d), n))
        roots = zeros(F)
        expected = fermi_crossings(d, n)
        assert len(roots) == 2
        assert all(close(r, e) for r, e in zip(roots, expected))
        assert F(roots[0] * 0.9) < 0 and F(roots[1] * 1.1) < 0
        assert F((roots[0] + roots[1]) / 2) > 0
d_threshold = 7 + mp.log(6)

# Rational: closed force, attraction everywhere, place of strongest attraction
for n in (6, 8):
    E = energy(rational(n), n)
    for R in log_grid(0.01, 100, 80):
        closed = -n * C6 * R ** (n - 1) / (R**n + R0**n) ** 2
        assert force(E)(R) < 0 and close(force(E)(R), closed, 1e-9)
    turning = zeros(lambda R: mp.diff(E, R, 2))
    assert len(turning) == 1
    assert close(turning[0], R0 * (mpf(n - 1) / (n + 1)) ** (mpf(1) / n))
    assert close(E(mpf("1e-4")), -C6 / R0**n)
R_strongest = R0 * (mpf(5) / 7) ** (mpf(1) / 6)

# Rational sums with non-negative weights stay attractive
random.seed(7)
for _ in range(15):
    c6, c8 = mpf(random.uniform(1, 500)), mpf(random.uniform(0, 50000))
    radius = mpf(random.uniform(1, 10))
    E6 = energy(rational(6, radius), 6, c6)
    E8 = energy(rational(8, radius), 8, c8)
    F = force(lambda R: E6(R) + E8(R))
    assert all(F(R) < 0 for R in log_grid(0.05, 80, 60))

# A negative C8 weight breaks the rule
E6, E8 = energy(rational(6), 6, C6), energy(rational(8), 8, C8)
F_negative = force(lambda R: E6(R) - E8(R))
negative_window = zeros(F_negative)
assert len(negative_window) == 2
assert F_negative(sum(negative_window) / 2) > 0

# Two-term CHG sum: crossing lies between the single-term crossings
E6z = energy(chg(A_CHG, mpf(14)), 6, C6)
E8z = energy(chg(A_CHG, mpf(16)), 8, C8)
cross6 = chg_crossing(A_CHG, mpf(14), 6)
cross8 = chg_crossing(A_CHG, mpf(16), 8)
cross_sum = zeros(force(lambda R: E6z(R) + E8z(R)))
assert len(cross_sum) == 1 and cross8 < cross_sum[0] < cross6

# Work of the repulsive force from R = 0 to the CHG minimum = well depth
R_chg = chg_crossing(A_CHG, ALPHA, 6)
E_chg = energy(forms["CHG"])


def chg_force_closed(R):
    f = forms["CHG"](R)
    return C6 * f / R**7 * (ALPHA * (1 - f) - 6)


work = mp.quad(chg_force_closed, [0, R0 / 2, R0, R_chg])
assert close(work, -E_chg(R_chg), 1e-10)

# Largest repulsive force of each zero-type form
peaks = {}
for name in ("Fermi", "CHG"):
    E = energy(forms[name])
    stationary = zeros(lambda R: mp.diff(E, R, 2))
    R_peak = max(stationary, key=force(E))
    peaks[name] = (R_peak, force(E)(R_peak))
    assert peaks[name][1] > 0

# Worked example
angstrom = const.physical_constants["Bohr radius"][0] * 1e10
kjmol = const.physical_constants["Hartree energy"][0] * const.N_A / 1000
R_in, R_out = fermi_crossings(D_FERMI, 6)
E_fermi = energy(forms["Fermi"])


def show(label, value, unit="", digits=5):
    print(f"{label} = {mp.nstr(mpf(value), digits)} {unit}".rstrip())


show("C6", C6, "Eh a0^6")
show("C8", C8, "Eh a0^8")
show("R0", R0, "a0")
show("Fermi steepness d", D_FERMI)
show("CHG a", A_CHG)
show("CHG alpha", ALPHA)
show("Fermi threshold d, n=6", d_threshold)
show("Fermi f(R=0)", fermi(D_FERMI)(mpf(0)))
show("Fermi inner x", R_in / R0, digits=7)
show("Fermi inner crossing", R_in, "a0", 7)
show("Fermi E at inner crossing", 1000 * E_fermi(R_in), "mEh")
show("Fermi E at R=0.1 a0", 1000 * E_fermi(mpf("0.1")), "mEh")
show("Fermi outer x", R_out / R0)
show("Fermi outer crossing", R_out, "a0")
show("  converted", R_out * angstrom, "Angstrom")
show("Fermi f at outer crossing", forms["Fermi"](R_out))
show("Fermi E minimum", 1000 * E_fermi(R_out), "mEh")
show("  converted", E_fermi(R_out) * kjmol, "kJ/mol")
show("CHG crossing x", R_chg / R0)
show("CHG crossing", R_chg, "a0")
show("  converted", R_chg * angstrom, "Angstrom")
show("CHG f at crossing", forms["CHG"](R_chg))
show("CHG E minimum", 1000 * E_chg(R_chg), "mEh")
show("  converted", E_chg(R_chg) * kjmol, "kJ/mol")
show("CHG work from 0 to minimum", 1000 * work, "mEh")
for name, (R_peak, F_peak) in peaks.items():
    show(f"{name} peak repulsion at R", R_peak, "a0")
    show(f"{name} peak repulsion F", 1000 * F_peak, "mEh/a0")
E_rat = energy(forms["rational"])
show("Rational E(R->0)", 1000 * E_rat(mpf("1e-4")), "mEh")
show("  converted", E_rat(mpf("1e-4")) * kjmol, "kJ/mol")
show("Rational strongest attraction at R", R_strongest, "a0")
show("Rational F there", 1000 * force(E_rat)(R_strongest), "mEh/a0")
show("CHG C6 term alone (alpha 14) crossing", cross6, "a0")
show("CHG C8 term alone (alpha 16) crossing", cross8, "a0")
show("CHG C6+C8 sum crossing", cross_sum[0], "a0")
show("Rational, C8 weight -1: repulsive from", negative_window[0], "a0")
show("Rational, C8 weight -1: repulsive to", negative_window[1], "a0")
print("Table: R (a0), form, f, sigma, E (mEh), F (mEh/a0)")
for R in (mpf(5), mpf(6), mpf(8), mpf(12)):
    for name, damping in forms.items():
        E = energy(damping)
        row = (damping(R), slope(damping, R), 1000 * E(R), 1000 * force(E)(R))
        print(f"{int(R):2d} {name:8s} "
              + " ".join(f"{float(v):9.5f}" for v in row))
print("PASS")
```

Output:

```
C6 = 40.0 Eh a0^6
C8 = 1600.0 Eh a0^8
R0 = 6.0 a0
Fermi steepness d = 20.0
CHG a = 6.0
CHG alpha = 12.0
Fermi threshold d, n=6 = 8.7918
Fermi f(R=0) = 2.0612e-9
Fermi inner x = 0.3000002
Fermi inner crossing = 1.800001 a0
Fermi E at inner crossing = -0.00097792 mEh
Fermi E at R=0.1 a0 = -115.06 mEh
Fermi outer x = 1.0455
Fermi outer crossing = 6.2731 a0
  converted = 3.3196 Angstrom
Fermi f at outer crossing = 0.71306
Fermi E minimum = -0.46806 mEh
  converted = -1.2289 kJ/mol
CHG crossing x = 1.161
CHG crossing = 6.9662 a0
  converted = 3.6864 Angstrom
CHG f at crossing = 0.5
CHG E minimum = -0.175 mEh
  converted = -0.45947 kJ/mol
CHG work from 0 to minimum = 0.175 mEh
Fermi peak repulsion at R = 5.6907 a0
Fermi peak repulsion F = 0.43431 mEh/a0
CHG peak repulsion at R = 5.9234 a0
CHG peak repulsion F = 0.087938 mEh/a0
Rational E(R->0) = -0.85734 mEh
  converted = -2.2509 kJ/mol
Rational strongest attraction at R = 5.6728 a0
Rational F there = -0.2204 mEh/a0
CHG C6 term alone (alpha 14) crossing = 6.9608 a0
CHG C8 term alone (alpha 16) crossing = 6.711 a0
CHG C6+C8 sum crossing = 6.82 a0
Rational, C8 weight -1: repulsive from = 4.5884 a0
Rational, C8 weight -1: repulsive to = 7.8459 a0
Table: R (a0), form, f, sigma, E (mEh), F (mEh/a0)
 5 Fermi      0.03445  16.09258  -0.08818   0.17799
 5 CHG        0.01835  11.77980  -0.04698   0.05430
 5 rational   0.25088   4.49473  -0.64225  -0.19335
 6 Fermi      0.50000  10.00000  -0.42867   0.28578
 6 CHG        0.14286  10.28571  -0.12248   0.08748
 6 rational   0.50000   3.00000  -0.42867  -0.21433
 8 Fermi      0.99873   0.03389  -0.15239  -0.11365
 8 CHG        0.84030   1.91646  -0.12822  -0.06545
 8 rational   0.84891   0.90653  -0.12953  -0.08247
12 Fermi      1.00000   0.00000  -0.01340  -0.00670
12 CHG        0.99854   0.01755  -0.01338  -0.00667
12 rational   0.98462   0.09231  -0.01319  -0.00649
PASS
```
